# Phase-averaged phonon transmission through a single layer between identical media: a program that tests the result

```python
# RESULT UNDER TEST: for one lossless layer between identical media, the coherent
# energy transmission averaged over propagation phase equals T/(2-T).
# T, R: energy transmission and reflection of one interface, R = 1-T.
# phase: one-way propagation phase k*d; Z: acoustic impedance density*speed.
# Fields are (velocity, normal force), time factor exp(-i omega t).
# Coherent results come from field matching, not from the multiple-reflection formula.
# Material inputs are rough typical values for tungsten and silicon.
import numpy as np
from scipy.constants import h, hbar, k as k_B


def film(phase, Z):
    """Matrix taking fields at the right face to fields at the left face."""
    phase = np.asarray(phase, dtype=complex)
    M = np.empty(phase.shape + (2, 2), dtype=complex)
    M[..., 0, 0] = M[..., 1, 1] = np.cos(phase)
    M[..., 0, 1] = -1j * np.sin(phase) / Z
    M[..., 1, 0] = -1j * np.sin(phase) * Z
    return M


def scatter(M, Za, Zb):
    """Energy transmission and reflection between half-spaces Za and Zb."""
    velocity = M[..., 0, 0] + M[..., 0, 1] * Zb
    force = M[..., 1, 0] + M[..., 1, 1] * Zb
    t = 2 / (velocity + force / Za)
    r = velocity * t - 1
    return Zb / Za * abs(t)**2, abs(r)**2


def bounce_energy(T_left, T_right):
    """Follow the energy of a packet between two lossless partial mirrors."""
    inside, out = T_left, 0.0
    while inside > 1e-17:
        out += inside * T_right
        inside *= (1 - T_right) * (1 - T_left)
    return out


identity = np.eye(2, dtype=complex)
phases = np.pi * (np.arange(512) + 0.5) / 512

# Main claim for weak and strong impedance contrast.
for ratio in (0.05, 0.3, 0.8, 2.0, 9.0):
    T12, R12 = scatter(identity, 1.0, ratio)
    T21, _ = scatter(identity, ratio, 1.0)
    coherent, reflected = scatter(film(phases, ratio), 1.0, 1.0)
    assert abs(T12 - T21) < 1e-12 and abs(T12 + R12 - 1) < 1e-12
    assert abs(T12 - 4 * ratio / (1 + ratio)**2) < 1e-12
    assert np.max(abs(coherent + reflected - 1)) < 1e-11
    assert abs(coherent.mean() - T12 / (2 - T12)) < 1e-11
    assert abs(bounce_energy(T12, T21) - T12 / (2 - T12)) < 1e-11

# Springy bonds give complex reflection amplitudes; the average must still hold.
spring = np.array([[1, -0.7j], [0, 1]])
T_spring, _ = scatter(spring, 1.0, 3.0)
spring_coherent, _ = scatter(spring @ film(phases, 3.0) @ spring, 1.0, 1.0)
spring_mean = spring_coherent.mean()
assert abs(T_spring - 0.75) > 0.05
assert abs(spring_mean - T_spring / (2 - T_spring)) < 1e-11

# Example: tungsten film in silicon; g/cm3 times km/s gives MRayl.
rho_si, vL_si, vT_si = 2.33, 8.4, 5.8
rho_w, vL_w, vT_w = 19.3, 5.2, 2.9
d_nm = 5.0
d, v = d_nm * 1e-9, vL_w * 1e3
Z_si, Z_w = rho_si * vL_si, rho_w * vL_w
T, R = (float(q) for q in scatter(identity, Z_si, Z_w))
T_back = float(scatter(identity, Z_w, Z_si)[0])
incoherent = bounce_energy(T, T_back)
formula = T / (2 - T)
coherent, _ = scatter(film(phases, Z_w), Z_si, Z_si)
average = coherent.mean()
T_max = float(scatter(film(0.0, Z_w), Z_si, Z_si)[0])
T_min = float(scatter(film(np.pi / 2, Z_w), Z_si, Z_si)[0])
assert abs(average - formula) < 1e-12 and abs(incoherent - formula) < 1e-12
assert abs(T_max - 1) < 1e-12 and abs(T_min - formula**2) < 1e-12
airy = T**2 / (1 + R**2 - 2 * R * np.cos(2 * phases))
assert np.max(abs(coherent - airy)) < 1e-12

# Fourier harmonics in the round-trip phase.
grid = np.pi * np.arange(256) / 256
harmonics = np.fft.fft(scatter(film(grid, Z_w), Z_si, Z_si)[0]).real / 256
orders = np.arange(12)
assert np.max(abs(harmonics[:12] - formula * R**orders)) < 1e-12

# Other averages do not share the result.
mean_inverse = (1 / coherent).mean()
geometric = np.exp(np.log(coherent).mean())
assert abs(mean_inverse - (1 + R**2) / T**2) < 1e-10
assert abs(geometric - T**2) < 1e-11

# Two films and a spacer with three independent phases.
outer = np.pi * (np.arange(48) + 0.5) / 48
inner = np.pi * (np.arange(96) + 0.5) / 96
stack = (film(outer, Z_w)[:, None, None] @ film(inner, Z_si)[None, :, None]
         @ film(outer, Z_w)[None, None, :])
stack_T = scatter(stack, Z_si, Z_si)[0]
two_coherent = stack_T.mean()
two_incoherent = bounce_energy(incoherent, incoherent)
tau = scatter(film(outer, Z_w), Z_si, Z_si)[0]
spacer_average = 1 / (1 / tau[:, None] + 1 / tau[None, :] - 1)
assert np.max(abs(stack_T.mean(axis=1) - spacer_average)) < 1e-5
assert two_coherent < two_incoherent - 0.01

# Flat frequency bands: worst deviation over all band centres.
fringe_GHz = v / (2 * d) / 1e9


def worst_band_error(periods):
    offsets = np.pi * periods * ((np.arange(2000) + 0.5) / 2000 - 0.5)
    centres = np.pi * np.arange(60) / 60
    values = scatter(film(centres[:, None] + offsets, Z_w), Z_si, Z_si)[0]
    return np.max(abs(values.mean(axis=1) / formula - 1))


def band_bound(periods):
    return 2 * np.log(1 / T) / (np.pi * periods)


for periods in (0.5, 1.5, 2.5, 7.3):
    assert worst_band_error(periods) < band_bound(periods)
assert worst_band_error(2.0) < 1e-10
band_periods = 2.5
band_error = worst_band_error(band_periods)

# Thermal weight for a small temperature difference, x = h nu/(k_B temperature).
step = 0.002
x = step * np.arange(30001)
weight = np.ones_like(x)
weight[1:] = (x[1:] / 2 / np.sinh(x[1:] / 2))**2
weight[0] *= 0.5
weight /= weight.sum()


def window(s):
    y = np.pi * s
    return 3 * (y / np.tanh(y) - 1) / np.sinh(y)**2


for s in (0.1, 0.4, 1.0, 2.0):
    assert abs(np.sum(weight * np.cos(s * x)) - window(s)) < 1e-9
thermal = []
m = np.arange(1, 41)
for temperature in (1.0, 2.0, 3.0, 5.0, 10.0):
    s = 2 * d * k_B * temperature / (hbar * v)
    values = scatter(film(s * x / 2, Z_w), Z_si, Z_si)[0]
    direct = np.sum(weight * values)
    series = formula * (1 + 2 * np.sum(R**m * window(m * s)))
    assert abs(direct - series) < 1e-9
    thermal.append((temperature, s, direct, direct / formula - 1))
assert all(a[2] > b[2] for a, b in zip(thermal, thermal[1:]))
s_small = 0.001
cold_limit = np.sum(weight * scatter(film(s_small * x / 2, Z_w), Z_si, Z_si)[0])
assert abs(cold_limit - 1) < 1e-4

# Absorption: a rough energy mean free path, interface coefficients unchanged.
mfp_nm = 500.0
kept = np.exp(-d_nm / mfp_nm)
lossy = scatter(film(phases + 0.5j * d_nm / mfp_nm, Z_w), Z_si, Z_si)[0].mean()
assert abs(lossy - T**2 * kept / (1 - R**2 * kept**2)) < 1e-12

# Roughness and lattice dispersion at the weighted mean frequency.
mean_x = np.sum(weight * x)
nu_10 = mean_x * k_B * 10 / h
nu_300 = mean_x * k_B * 300 / h
wave_number = 2 * np.pi * nu_10 / v
rough_nm, plane_nm = 0.3, 0.224
# Gaussian height spread gives a random reflection phase 2*k*height.
height = np.linspace(-8, 8, 4001)
gauss = np.exp(-height**2 / 2)
gauss /= gauss.sum()
mean_factor = np.sum(gauss * np.exp(2j * wave_number * rough_nm * 1e-9 * height))
specular = abs(mean_factor)**2
assert abs(specular - np.exp(-4 * (wave_number * rough_nm * 1e-9)**2)) < 1e-10
spacing = plane_nm * 1e-9
chain_k = 2 / spacing * np.arcsin(np.pi * nu_10 * spacing / v)
dispersion_shift = chain_k / wave_number - 1
cutoff = v / (np.pi * spacing)
assert nu_10 < cutoff < nu_300


# Oblique longitudinal incidence from silicon: full elastic matching.
def elastic_wave(rho, vL, vT, shear, p, direction):
    c = vT if shear else vL
    q = direction * np.sqrt(1 / c**2 - p**2)
    ux, uz = (q * c, -p * c) if shear else (p * c, q * c)
    mu = rho * vT**2
    lam = rho * vL**2 - 2 * mu
    column = [ux, uz, mu * (q * ux + p * uz),
              lam * (p * ux + q * uz) + 2 * mu * q * uz]
    return np.array(column), rho * c**2 * abs(q)


def oblique_energies(angle_deg):
    p = np.sin(np.radians(angle_deg)) / vL_si
    silicon, tungsten = (rho_si, vL_si, vT_si), (rho_w, vL_w, vT_w)
    incident, flux_in = elastic_wave(*silicon, False, p, 1)
    out = [elastic_wave(*silicon, False, p, -1), elastic_wave(*silicon, True, p, -1),
           elastic_wave(*tungsten, False, p, 1), elastic_wave(*tungsten, True, p, 1)]
    matrix = np.column_stack([-out[0][0], -out[1][0], out[2][0], out[3][0]])
    amplitudes = np.linalg.solve(matrix, incident)
    return amplitudes**2 * np.array([w[1] for w in out]) / flux_in


assert abs(oblique_energies(0.0)[2] - T) < 1e-12
converted = {}
for angle in (20, 45):
    energies = oblique_energies(angle)
    assert abs(energies.sum() - 1) < 1e-11
    converted[angle] = energies[1] + energies[3]

print("INPUTS (rough typical values)")
print(f"silicon density {rho_si:.2f} g/cm3, longitudinal speed {vL_si:.1f} km/s")
print(f"tungsten density {rho_w:.1f} g/cm3, longitudinal speed {vL_w:.1f} km/s")
print(f"shear speeds: silicon {vT_si:.1f} km/s, tungsten {vT_w:.1f} km/s")
print(f"tungsten thickness {d_nm:.1f} nm")
print("ONE FILM (transmissions are dimensionless)")
print(f"impedances: silicon {Z_si:.2f} MRayl, tungsten {Z_w:.2f} MRayl")
print(f"single interface: T = {T:.5f}, R = {R:.5f}")
print(f"coherent maximum {T_max:.5f}, minimum {T_min:.5f}")
print(f"phase average of field solution {average:.8f}")
print(f"energy bounce sum {incoherent:.8f}")
print(f"T/(2-T) = {formula:.8f}")
print(f"mean of inverse transmission {mean_inverse:.5f}")
print(f"inverse of mean transmission {1 / average:.5f}")
print(f"geometric mean transmission {geometric:.5f}")
print("SPRINGY-BOND TEST (impedance ratio 3, reduced compliance 0.7)")
print(f"interface T {T_spring:.5f}, phase average {spring_mean:.5f}")
print("TWO FILMS WITH SPACER")
print(f"phase average {two_coherent:.5f}, incoherent {two_incoherent:.5f}")
print("FREQUENCY AVERAGES")
print(f"fringe period {fringe_GHz:.1f} GHz")
print(f"flat band {band_periods:.1f} periods = {band_periods * fringe_GHz:.1f} GHz")
print(f"worst relative deviation {100 * band_error:.2f} %")
print(f"bound on relative deviation {100 * band_bound(band_periods):.2f} %")
for temperature, s, value, excess in thermal:
    print(f"{temperature:.0f} K: s = {s:.4f}, average {value:.6f}, "
          f"excess {100 * excess:.4f} %")
print("NEGLECTED EFFECTS")
print(f"assumed energy mean free path {mfp_nm:.0f} nm (rough)")
print(f"phase average with absorption {lossy:.5f}, "
      f"change {100 * (lossy / formula - 1):.2f} %")
print(f"weighted mean frequency at 10 K {nu_10 / 1e9:.1f} GHz")
print(f"assumed rms roughness {rough_nm:.1f} nm (rough)")
print(f"specular fraction per internal reflection {specular:.4f}")
print(f"assumed lattice-plane spacing {plane_nm:.3f} nm (rough)")
print(f"phase increase from lattice dispersion {100 * dispersion_shift:.4f} %")
for angle, fraction in converted.items():
    print(f"energy converted to shear at {angle} degrees {100 * fraction:.2f} %")
print(f"linear-chain cutoff {cutoff / 1e12:.2f} THz")
print(f"weighted mean frequency of linear model at 300 K {nu_300 / 1e12:.2f} THz")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough typical values)
silicon density 2.33 g/cm3, longitudinal speed 8.4 km/s
tungsten density 19.3 g/cm3, longitudinal speed 5.2 km/s
shear speeds: silicon 5.8 km/s, tungsten 2.9 km/s
tungsten thickness 5.0 nm
ONE FILM (transmissions are dimensionless)
impedances: silicon 19.57 MRayl, tungsten 100.36 MRayl
single interface: T = 0.54624, R = 0.45376
coherent maximum 1.00000, minimum 0.14118
phase average of field solution 0.37574552
energy bounce sum 0.37574552
T/(2-T) = 0.37574552
mean of inverse transmission 4.04146
inverse of mean transmission 2.66138
geometric mean transmission 0.29838
SPRINGY-BOND TEST (impedance ratio 3, reduced compliance 0.7)
interface T 0.58795, phase average 0.41638
TWO FILMS WITH SPACER
phase average 0.19188, incoherent 0.23133
FREQUENCY AVERAGES
fringe period 520.0 GHz
flat band 2.5 periods = 1300.0 GHz
worst relative deviation 10.85 %
bound on relative deviation 15.40 %
1 K: s = 0.2518, average 0.716740, excess 90.7515 %
2 K: s = 0.5035, average 0.519267, excess 38.1965 %
3 K: s = 0.7553, average 0.427448, excess 13.7600 %
5 K: s = 1.2588, average 0.380195, excess 1.1841 %
10 K: s = 2.5177, average 0.375749, excess 0.0010 %
NEGLECTED EFFECTS
assumed energy mean free path 500 nm (rough)
phase average with absorption 0.37011, change -1.50 %
weighted mean frequency at 10 K 456.8 GHz
assumed rms roughness 0.3 nm (rough)
specular fraction per internal reflection 0.8961
assumed lattice-plane spacing 0.224 nm (rough)
phase increase from lattice dispersion 0.0638 %
energy converted to shear at 20 degrees 13.81 %
energy converted to shear at 45 degrees 48.76 %
linear-chain cutoff 7.39 THz
weighted mean frequency of linear model at 300 K 13.70 THz
done: every assertion held
```
